# Ground-state binding of a single-valley donor in germanium

## Problem

A shallow donor in germanium binds one electron. Near a conduction-band minimum the electron has transverse mass $m_t=0.082\,m$ and longitudinal mass $m_l=1.59\,m$, where $m$ is the free-electron mass. The donor ion attracts it through a medium of static dielectric constant $\epsilon=15.4$. In the effective-mass approximation for one valley, the envelope function $\psi$ obeys $H\psi=E\psi$ with, in Gaussian units,

$$
H=-\frac{\hbar^2}{2m_t}\left(\partial_x^2+\partial_y^2\right)-\frac{\hbar^2}{2m_l}\partial_z^2-\frac{e^2}{\epsilon r}.
$$

The $z$ axis is the valley axis, and energy is measured from the valley minimum, so the binding energy is $-E$. How large is it in the ground state, what shape has the envelope, and how well does a spherical estimate do?

## First estimate by scaling

Measure lengths in $a^*$ and energies in $\mathrm{Ry}^*$, where

$$
a^*=\frac{\epsilon\hbar^2}{m_te^2},\qquad
\mathrm{Ry}^*=\frac{m_te^4}{2\epsilon^2\hbar^2}.
$$

Then $\hbar^2/(2m_ta^{*2})=\mathrm{Ry}^*$ and $e^2/(\epsilon a^*)=2\,\mathrm{Ry}^*$. From here to the end of the derivations, $H$ and $E$ are in units of $\mathrm{Ry}^*$ and lengths in units of $a^*$:

$$
H=-\partial_x^2-\partial_y^2-\gamma\,\partial_z^2-\frac{2}{r},
\qquad \gamma=\frac{m_t}{m_l}=0.05157 .
$$

The units are $\mathrm{Ry}^*=4.704$ meV and $a^*=9.938$ nm. What remains is a pure number that depends on $\gamma$ alone.

**Bounds.** Since $-\partial_z^2$ is a positive operator and $\gamma<1$, replacing $\gamma$ by 1 raises the energy. The result is hydrogen with $E=-1$, so the binding is at least $1\,\mathrm{Ry}^*$. In the other direction, dropping the longitudinal kinetic energy and replacing $-2/r$ by $-2/\rho$, with $\rho^2=x^2+y^2\le r^2$, lowers the energy. This leaves two-dimensional hydrogen. For $\phi=e^{-2\rho}$,

$$
-\left(\phi''+\frac{\phi'}{\rho}\right)-\frac{2}{\rho}\phi
=\left(-4+\frac{2}{\rho}-\frac{2}{\rho}\right)\phi=-4\phi .
$$

This eigenfunction has no node and is therefore the ground state. The binding lies between 1 and $4\,\mathrm{Ry}^*$, that is, between 4.7 and 18.8 meV.

**Spherical estimate.** For a spherical envelope the mean values of $-\partial_x^2$, $-\partial_y^2$ and $-\partial_z^2$ are equal, each one third of $\langle-\nabla^2\rangle$. Hence

$$
\langle H\rangle=c\,\langle-\nabla^2\rangle-2\left\langle\frac1r\right\rangle,
\qquad c=\frac{2+\gamma}{3}.
$$

This is hydrogen with an averaged inverse mass. Putting $r=cr'$ turns $-c\nabla^2-2/r$ into $(1/c)(-\nabla'^2-2/r')$, whose lowest value is $-1/c$. The best energy that any spherical envelope can give is therefore

$$
E_{\rm sph}=-\frac{3}{2+\gamma}=-1.4623 .
$$

The estimated binding is $1.4623\times4.704\ \text{meV}=6.88$ meV. By the variational principle it is a lower bound on the binding.

## Solution of the anisotropic problem

### An envelope with two lengths

The longitudinal mass is about nineteen times the transverse one, so the electron can be squeezed along $z$ at little kinetic cost and gain attraction. A trial function that allows this is

$$
\psi=\exp\left[-\sqrt{\frac{x^2+y^2}{a^2}+\frac{z^2}{b^2}}\right],
\qquad b=a\cos\theta .
$$

Set $x=au$, $y=av$, $z=bt$ and $s^2=u^2+v^2+t^2$. Then $\psi=e^{-s}$. The stretching multiplies every integral by the same Jacobian, which cancels in mean values.

Since $|\nabla_s\psi|^2=\psi^2$, the three squared derivatives with respect to $u$, $v$, $t$ each have mean value $1/3$. Restoring the lengths,

$$
\langle T\rangle=\frac{2}{3a^2}+\frac{\gamma}{3b^2}.
$$

For the attraction, let $\mu=t/s$. Then

$$
r=s\sqrt{a^2(1-\mu^2)+b^2\mu^2}=as\sqrt{1-\mu^2\sin^2\theta}.
$$

The density $e^{-2s}$ is spherical in the stretched coordinates, so the radial and angular averages factor. The radial one is

$$
\left\langle\frac1s\right\rangle=
\frac{\int_0^\infty s\,e^{-2s}ds}{\int_0^\infty s^2e^{-2s}ds}
=\frac{1/4}{1/4}=1,
$$

and the angular one is elementary, giving

$$
\left\langle-\frac2r\right\rangle=-\frac2a\int_0^1\frac{d\mu}{\sqrt{1-\mu^2\sin^2\theta}}
=-\frac{2\theta}{a\sin\theta}.
$$

At fixed shape the energy is therefore

$$
E=\frac{A}{a^2}-\frac{B}{a},\qquad
A=\frac13\left(2+\frac{\gamma}{\cos^2\theta}\right),\qquad
B=\frac{2\theta}{\sin\theta}.
$$

Setting $dE/da=-2A/a^3+B/a^2=0$ gives $a=2A/B$ and $E=-B^2/(4A)$:

$$
a=\frac{\sin\theta}{3\theta}\left(2+\frac{\gamma}{\cos^2\theta}\right),\qquad
E(\theta)=-\frac{3(\theta/\sin\theta)^2}{2+\gamma/\cos^2\theta}.
$$

It remains to choose the shape. Differentiating $\ln(-E)$ with respect to $\theta$ and setting the result to zero,

$$
\frac2\theta-2\cot\theta-\frac{2\gamma\tan\theta/\cos^2\theta}{2+\gamma/\cos^2\theta}=0 .
$$

Halving this and multiplying the last numerator and denominator by $\cos^2\theta$ gives

$$
\frac1\theta-\cot\theta=\frac{\gamma\tan\theta}{2\cos^2\theta+\gamma}.
$$

At small $\theta$ the left side minus the right is $2(1-\gamma)\theta/[3(2+\gamma)]>0$, so flattening a sphere increases the binding. Near $\theta=\pi/2$ the difference is negative, because the longitudinal kinetic energy then dominates. A maximum of the binding lies between.

For germanium the root is $\theta=1.2082$, with $\cos\theta=0.3547$. Then $\theta/\sin\theta=1.2922$ and $\gamma/\cos^2\theta=0.4099$, so

$$
E_{\rm trial}=-\frac{3(1.2922)^2}{2.4099}=-2.0787,
\qquad
a=\frac{2.4099}{3\times1.2922}=0.6216 .
$$

The binding is $2.0787\times4.704\ \text{meV}=9.78$ meV. The lengths are $a=6.18$ nm and $b=2.19$ nm. A direct numerical minimization over both lengths, with the energy computed by quadrature, reaches the same minimum.

Two limits show what this function can do. For $\gamma=1$ the shape is spherical and $E=-1$, the hydrogen value. For $\gamma\to0$ one may let $\theta\to\pi/2$ slowly enough that $\gamma/\cos^2\theta\to0$, and then $E\to-3\pi^2/8=-3.70$. The true energy in that limit is $-4$: a product of $e^{-2\rho}$ and a function of $z$ of width $d$ approaches the lower bound found above if $d\to0$ while $\gamma/d^2\to0$. The two-length function thus misses about 7.5 percent of the binding at extreme anisotropy. Its error at the germanium value of $\gamma$ has to be measured by a better solution.

### A systematic expansion

Put $z=\sqrt\gamma\,\zeta$, so that $\gamma\partial_z^2=\partial_\zeta^2$. With $R^2=x^2+y^2+\zeta^2$ and, from here on, $\mu=\zeta/R$,

$$
r=R\sqrt{1-(1-\gamma)\mu^2},\qquad
H=-\nabla_R^2-\frac{2w(\mu)}{R},\qquad
w(\mu)=\frac{1}{\sqrt{1-(1-\gamma)\mu^2}} .
$$

The anisotropy has moved from the kinetic energy into the angular factor $w$. The potential is still proportional to $1/R$, which allows the energy to be scaled out. Write $E=-\kappa^2$ and $R=q/\kappa$:

$$
-\kappa^2\nabla_q^2\psi-\frac{2\kappa w}{q}\psi=-\kappa^2\psi .
$$

Division by $\kappa$ and rearrangement give

$$
\frac{2w}{q}\,\psi=\kappa\left(-\nabla_q^2+1\right)\psi .
$$

The unknown $\kappa$ is now the eigenvalue. The operator on the right is positive, so the largest $\kappa$, which belongs to the ground state, is the maximum of

$$
\kappa[\psi]=\frac{\langle\psi|2w/q|\psi\rangle}{\langle\psi|-\nabla_q^2+1|\psi\rangle}.
$$

A finite basis can therefore only underestimate $\kappa$ and the binding $\kappa^2$.

The ground state has no node, and $H$ is unchanged by rotation about the valley axis and by $\zeta\to-\zeta$. The ground state shares these symmetries, so even Legendre functions suffice:

$$
\psi=\sum_{l=0,2,4,\ldots}f_l(q)\sqrt{\frac{2l+1}{2}}\,P_l(\mu).
$$

Up to a common azimuthal factor, the two mean values become

$$
\left\langle\frac{2w}{q}\right\rangle=2\sum_{l,l'}w_{ll'}\int_0^\infty f_lf_{l'}\,q\,dq,
$$

$$
\langle-\nabla_q^2+1\rangle=\sum_l\int_0^\infty\left[q^2f_l'^2+l(l+1)f_l^2+q^2f_l^2\right]dq,
$$

with

$$
w_{ll'}=\frac{\sqrt{(2l+1)(2l'+1)}}{2}\int_{-1}^{1}P_lP_{l'}\,w\,d\mu .
$$

The behaviour near the ion guides the choice of radial functions. Let $f_0(0)=f$. For $l\ge2$ the most singular terms of the radial equation are

$$
-f_l''-\frac{2}{q}f_l'+\frac{l(l+1)}{q^2}f_l=\frac{2w_{l0}f}{\kappa q}.
$$

The trial form $f_l=\beta q$ gives $[l(l+1)-2]\beta=2w_{l0}f/\kappa$, which has a finite solution for every $l\ge2$. These components start linearly, and not as $q^l$ as they would in a central field. The basis is chosen to have this leading behaviour: $e^{-q}$ times polynomials for $l=0$, and $q\,e^{-q}$ times polynomials for $l\ge2$. At the next order the left side vanishes for $l=2$ and $f_2\propto q^2$, while the source on the right does not vanish for germanium, so the exact $f_2$ also contains a term in $q^2\ln q$, which the polynomials can only approximate. Maximizing $\kappa[\psi]$ over the coefficients is then a matrix eigenvalue problem.

Its first member can be solved by hand. With $l=0$ alone, $w$ is replaced by its angular mean $w_{00}$. Since $(-\nabla_q^2+1)e^{-q}=(2/q)e^{-q}$, the eigenvalue is

$$
\kappa=w_{00}=\int_0^1\frac{d\mu}{\sqrt{1-(1-\gamma)\mu^2}}
=\frac{\arcsin\sqrt{1-\gamma}}{\sqrt{1-\gamma}},
$$

and the binding is $w_{00}^2=1.8981$. In the original coordinates this is the two-length function with $b/a=\sqrt\gamma=0.227$, flatter than the optimal 0.355.

With 16 radial functions for each $l$, the binding grows as follows.

| Largest $l$ | Binding ($\mathrm{Ry}^*$) | Binding (meV) |
|---|---|---|
| 0 | 1.8981 | 8.929 |
| 2 | 2.0623 | 9.702 |
| 4 | 2.0859 | 9.813 |
| 8 | 2.0908 | 9.836 |
| 20 | 2.0910 | 9.837 |

Going from $l=16$ to $l=20$ changes the energy by about $10^{-6}\,\mathrm{Ry}^*$, and going from 12 to 16 radial functions changes it by about $10^{-7}\,\mathrm{Ry}^*$. A separate diagonalization in anisotropic Gaussians, made in the original coordinates, gives $E=-2.09099$, in agreement with $-2.09100$. The binding energy of the model is

$$
-E=2.0910\times4.704\ \text{meV}=9.84\ \text{meV}=1.576\times10^{-21}\ \text{J}.
$$

This is a numerically converged value, not a closed formula.

## Comparison

| Envelope | Binding (meV) | Shortfall from converged value |
|---|---|---|
| best spherical | 6.88 | 30 percent |
| two lengths | 9.78 | 0.6 percent |
| converged expansion | 9.84 | – |

The scaling estimate has the right order of magnitude, but it imposes a spherical shape. That shape confines the electron equally tightly in all directions, although longitudinal confinement costs much less kinetic energy than transverse confinement. Letting the envelope flatten recovers nearly all the missing energy. In the two-length state the transverse kinetic energy is 8.12 meV, the longitudinal 1.66 meV and the potential energy $-19.56$ meV. Their sum is $-9.78$ meV, and the total kinetic energy equals the binding, as minimization over the overall size requires.

These kinetic energies also show how the result depends on the masses. At the minimum, a small change of a mass alters the energy only through its explicit appearance in $H$, because the energy is stationary in $a$ and $b$. Each kinetic term is inversely proportional to its mass, so the relative change of the binding is

$$
\frac{\delta(-E)}{-E}=\frac{8.12}{9.78}\frac{\delta m_t}{m_t}+\frac{1.66}{9.78}\frac{\delta m_l}{m_l}
=0.83\,\frac{\delta m_t}{m_t}+0.17\,\frac{\delta m_l}{m_l}.
$$

A change of 0.0005 in the transverse mass 0.082, half a unit in its last digit, shifts the binding by 0.5 percent, or 0.05 meV. The dielectric constant enters through $\mathrm{Ry}^*\propto\epsilon^{-2}$, so a change of 0.05 in 15.4 shifts the binding by 0.06 meV. The rounding of the inputs thus matters as much as the error of the two-length function, and the result is best quoted as 9.8 meV. With $\epsilon=16$ and the same masses the converged binding would be 9.11 meV.

The model itself sets a further limit. The envelope must vary slowly over a unit cell, whose edge is roughly half a nanometre. The longitudinal length of 2.2 nm meets this condition less comfortably than the transverse 6.2 nm. Close to the ion the screened Coulomb form also fails, and the potential there depends on the chemical species of the donor.

Germanium moreover has four equivalent valleys, so the level found here is fourfold degenerate apart from spin. Suppose the short-range potential has the matrix element $-\delta$ within each valley and $-\Delta$ between each pair of valleys. To first order the symmetric combination then shifts by $-\delta-3\Delta$, and the three combinations orthogonal to it shift by $-\delta+\Delta$. For an attractive contact potential at the ion, with the phases of the valley states chosen to make their values there equal, $\delta=\Delta>0$. Then only the symmetric state shifts, by $-4\Delta$; it is the ground state and is bound more deeply than in the one-valley model. The value of 9.8 meV is thus the common effective-mass level from which such species-dependent shifts are reckoned, not the measured ground level of a particular donor.

## Table of computed values

```
transverse mass m_t = 0.082 m
longitudinal mass m_l = 1.59 m
dielectric constant = 15.4
mass ratio gamma = 0.051572
effective Rydberg Ry* = 4.7043 meV
effective Bohr radius a* = 9.9382 nm
optimal theta = 1.208183 rad
optimal b/a = 0.35472
optimal a = 0.62164 a* = 6.178 nm
optimal b = 0.22051 a* = 2.191 nm
quadrature search a = 0.62164 a*, b = 0.22051 a*
trial transverse kinetic energy = 8.1157 meV
trial longitudinal kinetic energy = 1.6632 meV
trial potential energy = -19.5577 meV
spherical trial energy = -1.462293 Ry*
spherical trial binding = 6.8790 meV
two-length trial energy = -2.078713 Ry*
quadrature search energy = -2.078713 Ry*
two-length trial binding = 9.7788 meV
expansion to l = 0: E = -1.898052 Ry*, binding = 8.9290 meV
expansion to l = 2: E = -2.062339 Ry*, binding = 9.7018 meV
expansion to l = 4: E = -2.085906 Ry*, binding = 9.8127 meV
expansion to l = 8: E = -2.090764 Ry*, binding = 9.8355 meV
expansion to l = 20: E = -2.091000 Ry*, binding = 9.8366 meV
change, 12 to 16 radial functions = -1.1e-07 Ry*
change, l = 16 to l = 20 = -1.1e-06 Ry*
converged kappa = 1.446029
Gaussian-basis energy = -2.090993 Ry*
converged binding energy = 9.837 meV
converged binding energy = 1.5760e-21 J
binding missed by two-length trial = 0.0578 meV
fraction missed by two-length trial = 0.588 percent
fraction missed by spherical trial = 30.07 percent
binding for dielectric constant 16 = 9.113 meV
```
